# Spin contamination and noncollinearity of a GHF determinant

**Q.** In unrestricted Hartree-Fock each orbital has a definite spin, and $\langle S^2\rangle$ follows from the overlaps of the $\alpha$ and $\beta$ orbitals. In generalized Hartree-Fock (GHF) every orbital may mix both spins. What is left to work with?

**A.** The one-particle density matrix, which determines every expectation value of a single determinant. Take $N$ orthonormal two-component orbitals, expanded in one orthonormal spatial basis shared by both spins, and set $\hbar=1$. Define

$$P^{\sigma\sigma'}_{\mu\nu}=\langle a^\dagger_{\nu\sigma'}a_{\mu\sigma}\rangle .$$

The four blocks $P^{\alpha\alpha},P^{\alpha\beta},P^{\beta\alpha},P^{\beta\beta}$ form a matrix with $P^\dagger=P$, $P^2=P$ and $\mathrm{Tr}\,P=N$. In a basis with overlap matrix $\Omega$, one first multiplies the orbital coefficients by $\Omega^{1/2}$, which makes them orthonormal.

**Q.** But $S^2$ contains two-electron terms, and $P$ is a one-electron object.

**A.** Wick's theorem closes that gap. Let $O=\sum_{pq}O_{pq}a_p^\dagger a_q$, where $p,q$ include spin. For a determinant,

$$\langle a_p^\dagger a_q a_r^\dagger a_s\rangle=\langle a_p^\dagger a_q\rangle\langle a_r^\dagger a_s\rangle+\langle a_p^\dagger a_s\rangle\langle a_q a_r^\dagger\rangle .$$

The definition gives $\langle a_p^\dagger a_q\rangle=P_{qp}$, and the anticommutator gives $\langle a_q a_r^\dagger\rangle=\delta_{qr}-P_{qr}$. Multiplying by $O_{pq}O_{rs}$ and summing,

$$\langle O^2\rangle=(\mathrm{Tr}\,OP)^2+\mathrm{Tr}\,O^2P-\mathrm{Tr}\,OPOP .$$

For the spin component $S_k$ the matrix is $O=\sigma_k/2$, with the unit matrix in space, so $O^2=1/4$. Adding $k=x,y,z$ and writing $s=|\langle\mathbf S\rangle|$,

$$\langle S^2\rangle=s^2+\frac{3N}{4}-\frac14\sum_k\mathrm{Tr}\,\sigma_kP\sigma_kP .$$

**Q.** The last sum still contains Pauli matrices. How do the blocks emerge?

**A.** Any $2\times2$ matrix obeys $A=\frac12[\mathrm{tr}A+\sum_k\sigma_k\,\mathrm{tr}(\sigma_kA)]$. Comparing the coefficients of $A_{dc}$ in the element $A_{ab}$ gives

$$\sum_k(\sigma_k)_{ab}(\sigma_k)_{cd}=2\delta_{ad}\delta_{bc}-\delta_{ab}\delta_{cd}.$$

Let $n=P^{\alpha\alpha}+P^{\beta\beta}$ be the charge density matrix. Then

$$\begin{aligned}\sum_k\mathrm{Tr}\,\sigma_kP\sigma_kP&=\sum_{k}\sum_{abcd}(\sigma_k)_{ab}(\sigma_k)_{cd}\,\mathrm{Tr}\,P^{bc}P^{da}\\&=2\sum_{ab}\mathrm{Tr}\,P^{bb}P^{aa}-\sum_{ac}\mathrm{Tr}\,P^{ac}P^{ca}\\&=2\,\mathrm{Tr}\,n^2-N,\end{aligned}$$

where the last term used $\mathrm{Tr}\,P^2=\mathrm{Tr}\,P=N$. Hence

$$\langle S^2\rangle=s^2+\frac{3N}{4}-\frac12\mathrm{Tr}\,n^2+\frac N4=s^2+N-\frac12\mathrm{Tr}\,n^2 .$$

The diagonal blocks of $P^2=P$ read $(P^{\alpha\alpha})^2+P^{\alpha\beta}P^{\beta\alpha}=P^{\alpha\alpha}$ and $(P^{\beta\beta})^2+P^{\beta\alpha}P^{\alpha\beta}=P^{\beta\beta}$. Their traces give the squares needed in

$$\begin{aligned}\mathrm{Tr}\,n^2&=\mathrm{Tr}(P^{\alpha\alpha})^2+\mathrm{Tr}(P^{\beta\beta})^2+2\,\mathrm{Tr}\,P^{\alpha\alpha}P^{\beta\beta}\\&=N-2\,\mathrm{Tr}\,P^{\alpha\beta}P^{\beta\alpha}+2\,\mathrm{Tr}\,P^{\alpha\alpha}P^{\beta\beta}.\end{aligned}$$

For $s^2$, put $N_\sigma=\mathrm{Tr}\,P^{\sigma\sigma}$ and $\tau=\mathrm{Tr}\,P^{\alpha\beta}$, so that $\mathrm{Tr}\,P^{\beta\alpha}=\tau^*$. From $\langle S_k\rangle=\frac12\mathrm{Tr}\,\sigma_kP$,

$$\langle S_x\rangle=\tfrac12(\tau+\tau^*)=\mathrm{Re}\,\tau,\quad\langle S_y\rangle=\tfrac i2(\tau-\tau^*)=-\mathrm{Im}\,\tau,\quad\langle S_z\rangle=\tfrac12(N_\alpha-N_\beta).$$

Inserting both results,

$$\boxed{\langle S^2\rangle=\frac{(N_\alpha-N_\beta)^2}{4}+\frac N2-\mathrm{Tr}\,P^{\alpha\alpha}P^{\beta\beta}+\mathrm{Tr}\,P^{\alpha\beta}P^{\beta\alpha}+|\mathrm{Tr}\,P^{\alpha\beta}|^2}$$

Idempotency was used, so the formula does not carry over to the density matrix of a correlated state or an ensemble.

**Q.** Then the separation is plain: the first three terms are collinear and the last two are noncollinear.

**A.** That fails for a simple reason. Take a collinear determinant with $P^{\alpha\alpha}\ne P^{\beta\beta}$ and rotate all its spins rigidly about $y$ by an angle $\beta$ between $0$ and $180^\circ$. Its spins still share one axis, yet the new off-diagonal block is $\frac12\sin\beta\,(P^{\alpha\alpha}-P^{\beta\beta})$, written with the blocks before the rotation, and this is not zero. The sum of the five terms is invariant, because $S^2$ is a scalar, but the terms other than $N/2$ can change with the frame. We need an axis supplied by the state itself.

**Q.** Which quantity supplies it?

**A.** Write $P=\frac12(n+\sum_k m_k\sigma_k)$, with spatial matrices

$$m_x=P^{\alpha\beta}+P^{\beta\alpha},\qquad m_y=i(P^{\alpha\beta}-P^{\beta\alpha}),\qquad m_z=P^{\alpha\alpha}-P^{\beta\beta}.$$

They are Hermitian because $P$ is. Define the $3\times3$ matrix $T_{kl}=\mathrm{Tr}\,m_km_l$. It is symmetric by cyclicity of the trace, and real because $(\mathrm{Tr}\,m_km_l)^*=\mathrm{Tr}\,m_lm_k$. For a unit vector $\mathbf u$ and $m_u=\sum_ku_km_k$, we have $\mathbf u\cdot T\mathbf u=\mathrm{Tr}\,m_u^2\ge0$. So $T$ has eigenvalues $t_1\ge t_2\ge t_3\ge0$. A spin rotation turns the three $m_k$ into each other like the components of a vector, so these eigenvalues do not change.

Since $\mathrm{tr}\,\sigma_k=0$ and $\mathrm{tr}\,\sigma_k\sigma_l=2\delta_{kl}$, idempotency becomes

$$N=\mathrm{Tr}\,P^2=\tfrac12(\mathrm{Tr}\,n^2+\mathrm{Tr}\,T).$$

Thus $N-\frac12\mathrm{Tr}\,n^2=\frac12\mathrm{Tr}\,T$, and

$$\langle S^2\rangle=s^2+\tfrac12(t_1+t_2+t_3).$$

**Q.** This is invariant, but why should $T$ know whether the spins are collinear?

**A.** Because it gives the fluctuation of each spin component. With $O=\sigma_u/2$ in the formula for $\langle O^2\rangle$, the variance of $S_u$ is

$$V(\mathbf u)=\tfrac14\left(N-\mathrm{Tr}\,\sigma_uP\sigma_uP\right).$$

The matrix $\sigma_u$ commutes with itself and anticommutes with the two perpendicular Pauli matrices. Conjugation by $\sigma_u$ therefore reverses only the perpendicular parts of $P$. Let $T_\perp=\mathrm{Tr}\,T-\mathbf u\cdot T\mathbf u$ be the sum of $\mathrm{Tr}\,m_k^2$ over the two perpendicular directions. Then

$$\begin{aligned}\mathrm{Tr}\,\sigma_uP\sigma_uP&=\tfrac12(\mathrm{Tr}\,n^2+\mathbf u\cdot T\mathbf u-T_\perp),\\N&=\tfrac12(\mathrm{Tr}\,n^2+\mathbf u\cdot T\mathbf u+T_\perp),\\V(\mathbf u)&=\tfrac14T_\perp=\tfrac14(\mathrm{Tr}\,T-\mathbf u\cdot T\mathbf u).\end{aligned}$$

Now use $\mathbf u$ as the quantization axis $z$. There $P^{\alpha\beta}=\frac12(m_x-im_y)$ and $P^{\beta\alpha}=\frac12(m_x+im_y)$, so

$$\mathrm{Tr}\,P^{\alpha\beta}P^{\beta\alpha}=\tfrac14\left[T_{xx}+T_{yy}+i(T_{xy}-T_{yx})\right]=\tfrac14T_\perp=V(\mathbf u).$$

The left side is the sum of $|P^{\alpha\beta}_{\mu\nu}|^2$. It vanishes if and only if $P$ has no off-diagonal spin blocks along $\mathbf u$. In that case each diagonal block is itself a projector, and the occupied orbitals can be chosen with pure spin along $\mathbf u$. This is what collinear means here.

The best axis minimizes $V$, hence maximizes $\mathbf u\cdot T\mathbf u$. It is an eigenvector $\mathbf e$ of $t_1$. If $t_1=t_2$ this axis is not unique, but the quantities defined below depend only on the eigenvalues and on $s$. The remaining variance is

$$D_{\rm nc}=\min_{\mathbf u}V(\mathbf u)=\frac{t_2+t_3}{4}.$$

It is zero if and only if the determinant is collinear.

**Q.** And the collinear contamination is whatever remains?

**A.** Yes, after a reference value is chosen. I take $s(s+1)$. When $2s$ is an integer this is the value for a state of spin $s$ with full projection along its moment; otherwise no such state exists and the reference is only formal:

$$\boxed{\langle S^2\rangle=s(s+1)+D_{\rm col}+D_{\rm nc}}$$

Subtraction gives

$$D_{\rm col}=\tfrac12(t_1+t_2+t_3)-s-\tfrac14(t_2+t_3)=\frac{2t_1+t_2+t_3}{4}-s .$$

**Q.** A remainder can have any sign. Why call it contamination?

**A.** Let us write it in blocks. Along an axis $\mathbf u$, $P^{\alpha\alpha}=\frac12(n+m_u)$ and $P^{\beta\beta}=\frac12(n-m_u)$. The mixed traces cancel in their product:

$$\mathrm{Tr}\,P^{\alpha\alpha}P^{\beta\beta}=\tfrac14(\mathrm{Tr}\,n^2-\mathbf u\cdot T\mathbf u).$$

With $\mathrm{Tr}\,n^2=2N-\mathrm{Tr}\,T$ this gives

$$f(\mathbf u)\equiv\frac N2-\mathrm{Tr}\,P^{\alpha\alpha}P^{\beta\beta}=\tfrac14(\mathrm{Tr}\,T+\mathbf u\cdot T\mathbf u).$$

At $\mathbf u=\mathbf e$ the right side is $(2t_1+t_2+t_3)/4$, so $D_{\rm col}=f(\mathbf e)-s$.

To find its sign, first choose $\mathbf u=\hat{\mathbf s}$, the direction of $\langle\mathbf S\rangle$, or any direction if $s=0$. There $s=\frac12(N_\alpha-N_\beta)$, so $N/2-s=N_\beta$ and

$$f(\hat{\mathbf s})-s=N_\beta-\mathrm{Tr}\,P^{\alpha\alpha}P^{\beta\beta}=\mathrm{Tr}\,(1-P^{\alpha\alpha})P^{\beta\beta}\ge0 .$$

The inequality holds because diagonal blocks of a projector have eigenvalues between 0 and 1, and the trace of a product of two positive semidefinite matrices is not negative. Since $\mathbf e$ maximizes $\mathbf u\cdot T\mathbf u$, $f(\mathbf e)\ge f(\hat{\mathbf s})$. Therefore $D_{\rm col}\ge0$.

For a collinear determinant $t_2=t_3=0$, so $m_k=0$ in the perpendicular directions and $s=\frac12|N_\alpha-N_\beta|$ along $\mathbf e$. Then

$$D_{\rm col}=\min(N_\alpha,N_\beta)-\mathrm{Tr}\,P^{\alpha\alpha}P^{\beta\beta},$$

which is the unrestricted Hartree-Fock contamination. The name is earned only in this collinear case. One electron in $(\phi_1\alpha+\phi_2\beta)/\sqrt2$, with $\phi_1$ and $\phi_2$ orthonormal, is an exact doublet, yet it has $s=0$ and $t_1=t_2=t_3=\frac12$, so $D_{\rm col}=\frac12$ and $D_{\rm nc}=\frac14$. For a noncollinear determinant, $D_{\rm col}>0$ does not by itself show that other spin states are mixed in.

**Q.** Is this the only possible separation? I could assign all of $\frac12(t_2+t_3)$ to noncollinearity.

**A.** You could; the separation is a convention. Two electrons show what each choice does. Put one electron on each of two orthogonal orbitals, with spins tilted by $+\theta$ and $-\theta$ from $z$ in the $xz$ plane. Then

$$m_x=\mathrm{diag}(\sin\theta,-\sin\theta),\qquad m_y=0,\qquad m_z=\mathrm{diag}(\cos\theta,\cos\theta),$$

so $T=\mathrm{diag}(2\sin^2\theta,0,2\cos^2\theta)$ and, for $\theta\le45^\circ$, $s=\frac12\mathrm{Tr}\,m_z=\cos\theta$. The total is $\langle S^2\rangle=\cos^2\theta+1$. In this range $t_1=2\cos^2\theta$, and

$$\begin{aligned}D_{\rm nc}&=\tfrac12\sin^2\theta,\\D_{\rm col}&=\cos^2\theta+\tfrac12\sin^2\theta-\cos\theta=\tfrac12(1-\cos\theta)^2.\end{aligned}$$

For small tilts these are $\theta^2/2$ and $\theta^4/8$ to leading order. Your choice would leave $\frac12t_1-s=\cos^2\theta-\cos\theta$ as the collinear part, which is negative for $0<\theta\le45^\circ$.

The example also limits what the names may claim. Tilting changes $D_{\rm col}$ too, so the two terms are not contributions from two independent causes.

**Q.** I would like to see a case where the axis is not obvious.

**A.** Take a Hubbard triangle with three electrons. The hopping is $t$ on bonds 1-3 and 2-3 and $1.2\,t$ on bond 1-2, with on-site repulsion $U=8\,t$. With $h$ the hopping matrix, whose elements are minus these hoppings, the mean-field energy is

$$E=\mathrm{Tr}\,h\,n+U\sum_i\left(P^{\alpha\alpha}_{ii}P^{\beta\beta}_{ii}-|P^{\alpha\beta}_{ii}|^2\right).$$

The GHF solution found has $E=-0.645\,t$. A collinear self-consistent solution has $-0.612\,t$, which is $0.033\,t$ higher. No search for the global minimum was made.

The GHF site spins lie in the $xz$ plane. In components $(x,z)$ they are $(0.443,0.155)$, $(-0.443,0.155)$ and $(0,-0.480)$. The $x$ components cancel, and

$$s=|2(0.1554)-0.4797|=0.169 .$$

The eigenvalues of $T$ are $1.5729$, $1.1169$ and $0.0686$, and $\mathbf e$ points along $x$. The best axis is thus perpendicular to the net moment.

**Q.** The spins are coplanar. Why is the third eigenvalue not zero?

**A.** Site spins show only the diagonal elements of $m_k$, whereas $T_{yy}=\sum_{ij}|(m_y)_{ij}|^2$ includes elements between sites. We can identify $T_{yy}$ from the output. With $z$ as axis, the off-diagonal block term is $0.41037=\frac14(T_{xx}+T_{yy})$. Since $T_{xx}=t_1$, this gives $T_{yy}=1.6415-1.5729=0.0686=t_3$. The $y$ components of the site spins vanish to the printed accuracy, so this weight comes from elements between sites.

**Q.** And the block formula in the two frames?

**A.** In units of $\hbar^2$:

| Term | axis $z$ | axis $\mathbf e$ |
|---|---:|---:|
| $(N_\alpha-N_\beta)^2/4$ | 0.0285 | 0.0000 |
| $N/2$ | 1.5000 | 1.5000 |
| $-\mathrm{Tr}\,P^{\alpha\alpha}P^{\beta\beta}$ | −0.5312 | −0.4172 |
| $\mathrm{Tr}\,P^{\alpha\beta}P^{\beta\alpha}$ | 0.4104 | 0.2964 |
| $\lvert\mathrm{Tr}\,P^{\alpha\beta}\rvert^2$ | 0.0000 | 0.0285 |

Both columns add to $\langle S^2\rangle=1.4077$. The invariant parts are

$$\begin{aligned}D_{\rm nc}&=\frac{1.1169+0.0686}{4}=0.2964,\\D_{\rm col}&=\frac{2(1.5729)+1.1169+0.0686}{4}-0.1689=0.9139 .\end{aligned}$$

With $s(s+1)=0.1975$ they restore the total: $0.1975+0.9139+0.2964=1.4078$, equal to $1.4077$ within rounding.

**Q.** If I wanted a doublet, is the contamination then $0.9139+0.2964$?

**A.** No. The target value is $\frac34$, while the reference here is $0.1975$, because $s$ need not be a half-integer in a noncollinear state. For a target spin $S_0$ the excess is

$$\langle S^2\rangle-S_0(S_0+1)=D_{\rm col}+D_{\rm nc}+s(s+1)-S_0(S_0+1),$$

which is $1.4077-0.7500=0.6577$ for the doublet. Three electrons can have only $S=\frac12$ or $\frac32$. If $w$ is the weight of $S=\frac32$, then $\langle S^2\rangle=\frac34(1-w)+\frac{15}{4}w=\frac34+3w$, so $w=0.6577/3=0.219$.

The collinear solution has $s=\frac12$, $D_{\rm nc}=0$ and $D_{\rm col}=0.850$. Its excess over the doublet is therefore also $0.850$, and $w=0.283$. In this model the noncollinear determinant is the less contaminated of the two, measured against a doublet.

**Q.** One last doubt: does $D_{\rm nc}$ stay zero if that collinear solution is rotated?

**A.** It does. After a rigid rotation by $60^\circ$ about $y$, the two off-diagonal terms on the $z$ axis are $\mathrm{Tr}\,P^{\alpha\beta}P^{\beta\alpha}=0.506$ and $|\mathrm{Tr}\,P^{\alpha\beta}|^2=0.188$. Both follow from the tilt angle together with the invariants $t_1$ and $s$ of the unrotated state. For a collinear state $D_{\rm col}=\frac12t_1-s$, so $t_1=2(0.8497+0.5)=2.699$, and

$$\tfrac14t_1\sin^2 60^\circ=0.506,\qquad s^2\sin^2 60^\circ=0.188 .$$

The invariant parts remain $D_{\rm nc}=0$ and $D_{\rm col}=0.850$. The numerical check checks the block formula and the separation against explicit many-electron state vectors.

## Table of computed values

```
hopping, bonds 1-3 and 2-3: 1.0 t
hopping, bond 1-2: 1.2 t
on-site repulsion U: 8.0 t
electrons: 3
GHF energy: -0.645481 t
collinear energy: -0.612408 t
GHF minus collinear energy: -0.033073 t
GHF site 1 spin x,y,z (hbar): 0.44323 0.00000 0.15541
GHF site 2 spin x,y,z (hbar): -0.44323 0.00000 0.15541
GHF site 3 spin x,y,z (hbar): 0.00000 0.00000 -0.47973
GHF, axis z, (Na-Nb)^2/4 (hbar^2): 0.028533
GHF, axis z, N/2 (hbar^2): 1.500000
GHF, axis z, -Tr Paa Pbb (hbar^2): -0.531175
GHF, axis z, Tr Pab Pba (hbar^2): 0.410367
GHF, axis z, |Tr Pab|^2 (hbar^2): 0.000000
GHF, axis e, (Na-Nb)^2/4 (hbar^2): 0.000000
GHF, axis e, N/2 (hbar^2): 1.500000
GHF, axis e, -Tr Paa Pbb (hbar^2): -0.417179
GHF, axis e, Tr Pab Pba (hbar^2): 0.296371
GHF, axis e, |Tr Pab|^2 (hbar^2): 0.028533
GHF t1,t2,t3 (dimensionless): 1.572900 1.116918 0.068566
GHF axis e, x,y,z (dimensionless): 1.00000 0.00000 0.00000
angle of <S> to axis e: 90.00 degrees
GHF s (hbar): 0.168918
GHF s(s+1) (hbar^2): 0.197451
GHF D_col (hbar^2): 0.913903
GHF D_nc (hbar^2): 0.296371
GHF <S^2> (hbar^2): 1.407725
GHF excess over S=1/2 (hbar^2): 0.657725
GHF weight of S=3/2 (dimensionless): 0.219242
collinear s (hbar): 0.500000
collinear s(s+1) (hbar^2): 0.750000
collinear D_col (hbar^2): 0.849671
collinear D_nc (hbar^2): 0.000000
collinear <S^2> (hbar^2): 1.599671
collinear excess over S=1/2 (hbar^2): 0.849671
collinear weight of S=3/2 (dimensionless): 0.283224
rotation of collinear solution: 60 degrees
rotated, Tr Pab Pba on z (hbar^2): 0.506127
rotated, |Tr Pab|^2 on z (hbar^2): 0.187500
rotated, D_nc (hbar^2): 0.000000
rotated, D_col (hbar^2): 0.849671
```
